# Enthalpy from the Total Vapour Pressure of a Monomer–Dimer Precursor

## Which enthalpy goes into which calculation

A vapour-delivery calculation can start from a straight line fitted to $\ln P$ against $1/T$. Its slope, multiplied by $-R$, is an enthalpy, and one must decide where to use it. It can extrapolate the total pressure a short way beyond the fitted range, as long as the slope changes little. It may not be the heat that the evaporator supplies per mole of precursor, nor the enthalpy that governs the delivery of metal atoms. If the vapour contains both monomers and dimers, these three numbers generally differ.

Let M be one formula unit of the precursor, and let its vapour contain M and M$_2$ with partial pressures $p_1$ and $p_2$. Define

$$P=p_1+p_2,\qquad x_i=\frac{p_i}{P},\qquad x_1+x_2=1.$$

The two vaporisation reactions are

$$\mathrm{M(cond)}\to\mathrm{M(g)},\quad H_1;\qquad 2\,\mathrm{M(cond)}\to\mathrm{M_2(g)},\quad H_2.$$

Each $H_i$ is counted per mole of gas molecules formed, so $H_2$ belongs to one mole of dimer and two moles of M. With this convention the result is

$$H_{\rm app}\equiv -R\,\frac{d\ln P}{d(1/T)}=x_1H_1+x_2H_2. \tag{1}$$

It holds for a pure condensed phase in equilibrium with both species, when the gas is an ideal mixture of M and M$_2$ and the condensed volume is negligible. It is a local statement: $H_1$, $H_2$ and the composition may all change with temperature.

## Derivation

**Equilibrium.** Consider a closed vessel at fixed temperature and volume, with some condensed precursor left. Let $n_1$ and $n_2$ be the moles of M and M$_2$ in the gas. Forming $dn_1$ monomers and $dn_2$ dimers removes $dn_1+2\,dn_2$ moles of M from the condensed phase, whose chemical potential is $\mu_c$. With the condensed volume neglected, the Helmholtz energy changes by

$$dF=\mu_1dn_1+\mu_2dn_2-\mu_c(dn_1+2dn_2)
=(\mu_1-\mu_c)dn_1+(\mu_2-2\mu_c)dn_2 .$$

At the minimum $dF=0$ for independent $dn_1$ and $dn_2$, so

$$\mu_1=\mu_c,\qquad \mu_2=2\mu_c. \tag{2}$$

Hence $\mu_2=2\mu_1$: the gas species are also in equilibrium with each other. Association inside the liquid does not alter the argument, because $\mu_c$ is defined per formula unit whatever the liquid structure.

**Each partial pressure.** For an ideal gas with standard pressure $p^\circ$,

$$\mu_i=\mu_i^\circ(T)+RT\ln(p_i/p^\circ).$$

Setting this equal to $i\mu_c$, with $i=1,2$, gives

$$\ln\frac{p_i}{p^\circ}=-\frac{G_i}{RT},\qquad G_i=\mu_i^\circ-i\mu_c. \tag{3}$$

Here $\mu_c$ is treated as a function of temperature alone; its weak pressure dependence is restored below. Let $S_i$ be the entropy change belonging to $G_i$. Then $G_i=H_i-TS_i$ and $dG_i/dT=-S_i$, so

$$\frac{d}{dT}\left(\frac{G_i}{T}\right)
=-\frac{S_i}{T}-\frac{G_i}{T^2}
=-\frac{TS_i+G_i}{T^2}=-\frac{H_i}{T^2}.$$

Because $d(1/T)=-dT/T^2$, this means $d(G_i/T)/d(1/T)=H_i$. Equation (3) then gives

$$\frac{d\ln p_i}{d(1/T)}=-\frac{H_i}{R}. \tag{4}$$

No constancy of $H_i$ was assumed.

**The sum.** Since $dp_i=p_i\,d\ln p_i$,

$$\frac{d\ln P}{d(1/T)}
=\frac1P\sum_i\frac{dp_i}{d(1/T)}
=\sum_i\frac{p_i}{P}\frac{d\ln p_i}{d(1/T)}
=-\frac1R\sum_i x_iH_i .$$

Multiplication by $-R$ gives equation (1).

The composition changes during this differentiation, yet no separate term in $dx_i$ is missing. To see this, start from $\ln P=\ln p_1-\ln x_1$. From $\ln x_i=\ln p_i-\ln P$,

$$\frac{d\ln x_i}{d(1/T)}=-\frac{H_i-H_{\rm app}}{R}. \tag{5}$$

The monomer pressure alone would give the slope enthalpy $H_1$. The term $-\ln x_1$ contributes $+R\,d\ln x_1/d(1/T)=H_{\rm app}-H_1$. The sum is again $H_{\rm app}$.

## Composition and limiting cases

For $x_2\to0$ the slope gives $H_1$. For $x_2\to1$ it gives $H_2$, the enthalpy per mole of dimer; the heat per mole of M is then $H_2/2$. If $H_1=H_2$, the slope has that common value at every composition.

The enthalpy of $2\mathrm{M(g)}\to\mathrm{M_2(g)}$ is

$$H_{\rm dim}=H_2-2H_1. \tag{6}$$

It is negative when dimerisation releases heat. One might then expect heating to reduce the dimer fraction, but the saturated vapour also becomes denser. Equation (4), rewritten with $d(1/T)=-dT/T^2$, gives

$$\frac{d\ln(p_2/p_1)}{dT}=\frac{H_2-H_1}{RT^2}
=\frac{H_{\rm dim}+H_1}{RT^2}. \tag{7}$$

The first contribution is the shift of the dimerisation constant, the second the rise of monomer pressure. If $H_2>H_1$, the dimer fraction of the saturated vapour increases on heating, even when dimerisation is exothermic.

## Heat per mole of precursor

A vapour sample with $n_1$ monomers and $n_2$ dimers has consumed $n_1+2n_2$ moles of M. Its latent heat per mole of M is therefore

$$L=\frac{n_1H_1+n_2H_2}{n_1+2n_2}
=\frac{x_1H_1+x_2H_2}{1+x_2}
=\frac{H_{\rm app}}{1+x_2}, \tag{8}$$

where $x_1+2x_2=1+x_2$ was used. Inserting $H_2=2H_1+H_{\rm dim}$ gives a second form,

$$L=H_1+\frac{x_2}{1+x_2}H_{\rm dim}. \tag{9}$$

One can evaporate everything as monomer and then recover the heat of dimerisation. This is why $L$ can lie below both $H_1$ and $H_2$.

The full Clapeyron equation leads to the same slope. Along coexistence, the Gibbs energies per mole of M in vapour and condensed phase remain equal. A shift of the monomer–dimer balance adds no first-order term to the vapour's Gibbs energy, because $\mu_2=2\mu_1$. With $\Delta S=L/T$,

$$\frac{dP}{dT}=\frac{L}{T\Delta V},\qquad
\Delta V=\frac{RT}{P(1+x_2)}-v. \tag{10}$$

Here $v$ is the condensed molar volume. The factor $1+x_2$ appears because one mole of M makes only $1/(1+x_2)$ moles of gas molecules. Multiplying $d\ln P/dT$ by $RT^2$ gives

$$H_{\rm app}=\frac{(1+x_2)L}{1-(1+x_2)Pv/(RT)}. \tag{11}$$

When $v$ is neglected, this is equation (1). Using $L$ directly as the slope enthalpy would combine a heat per mole of M with a volume per mole of gas molecules.

## Curvature of the pressure plot

Let $C_i=dH_i/dT$ be the heat-capacity change of each vaporisation reaction. Differentiating equation (1) gives

$$\frac{dH_{\rm app}}{dT}=\sum_i x_iC_i+\sum_iH_i\frac{dx_i}{dT}.$$

Equation (5) becomes $dx_i/dT=x_i(H_i-H_{\rm app})/(RT^2)$. Since $\sum_i x_i(H_i-H_{\rm app})=0$, we may subtract $H_{\rm app}$ from the factor $H_i$ in the last sum:

$$\sum_iH_i\frac{dx_i}{dT}
=\frac{1}{RT^2}\sum_i x_i(H_i-H_{\rm app})^2.$$

With $D=H_2-H_1$, the two deviations are $H_1-H_{\rm app}=-x_2D$ and $H_2-H_{\rm app}=x_1D$. Their weighted squares add to $x_1x_2^2D^2+x_2x_1^2D^2=x_1x_2D^2$. Thus

$$\frac{dH_{\rm app}}{dT}=x_1C_1+x_2C_2+
\frac{x_1x_2(H_2-H_1)^2}{RT^2}. \tag{12}$$

The composition term is never negative. The heat-capacity term can be negative and can cancel it, so a straight plot does not prove that the vapour has one species.

## Metal delivery and separation of the species

A transpiration measurement that collects and weighs the precursor counts M units. Reduced with the carrier's partial pressure, as in equation (16) below, the collected amount gives the effective pressure $W=p_1+2p_2=(1+x_2)P$. Equation (4) gives

$$H_W\equiv-R\frac{d\ln W}{d(1/T)}
=\frac{x_1H_1+2x_2H_2}{1+x_2}. \tag{13}$$

To compare this with $H_{\rm app}$, put both over the same denominator. The numerator of the difference is

$$x_1H_1+2x_2H_2-(1+x_2)(x_1H_1+x_2H_2)
=x_1x_2(H_2-H_1),$$

because the coefficient of $H_2$ is $x_2(1-x_2)=x_1x_2$ and that of $H_1$ is $-x_1x_2$. Therefore

$$H_W-H_{\rm app}=\frac{x_1x_2}{1+x_2}(H_2-H_1). \tag{14}$$

One slope cannot determine $H_1$, $H_2$ and $x_2$. Absolute measurements of both $P$ and $W$ over the same temperatures can, within the two-species model:

$$x_2=\frac WP-1,\qquad
H_2-H_1=\frac{1+x_2}{x_1x_2}(H_W-H_{\rm app}),$$

$$H_1=H_{\rm app}-x_2(H_2-H_1). \tag{15}$$

The difference $H_2-H_1$ is poorly determined when either species is scarce, since $x_1x_2$ is then small. Most of the error falls on the enthalpy of the scarce species; that of the abundant one remains well determined.

For a saturated carrier stream, let $F$ be the carrier's molar flow and $P_h$ the fixed total head pressure. The carrier's partial pressure is $P_h-P$, so the molar delivery of M is

$$J=F\frac{W}{P_h-P}. \tag{16}$$

At fixed $F$ and $P_h$, its logarithmic derivative is

$$\frac{d\ln J}{dT}=\frac{1}{RT^2}
\left(H_W+\frac{P}{P_h-P}H_{\rm app}\right). \tag{17}$$

The second term arises because more precursor vapour leaves less carrier pressure. The effect of the carrier pressure on $\mu_c$ is neglected.

## A heated barium source

Take a liquid source at 500 K with $p_1=0.070$ Torr and $p_2=0.030$ Torr. Then $P=0.100$ Torr, $x_1=0.7$ and $x_2=0.3$. The chosen enthalpies are $H_1=120$ and $H_2=140$ kJ/mol, and the heat-capacity changes are $C_1=-100$ and $C_2=-200$ J/(mol K). The slope enthalpy is

$$H_{\rm app}=0.7(120)+0.3(140)=126\ \mathrm{kJ/mol}.$$

The heat per mole of M is $L=126/1.3=96.9$ kJ/mol. Using the slope in its place would overstate the evaporation heat by 30% relative to $L$. The dimerisation enthalpy is $140-2(120)=-100$ kJ/mol, so equation (9) puts $L$ below $H_1$; since $H_2>H_1$ here, $L$ is below $H_2$ as well.

The heat-capacity part of equation (12) is $-130$ J/(mol K), and the composition part is $+40.4$ J/(mol K). Their sum is $-89.6$ J/(mol K). Between 480 and 520 K, $x_2$ rises from 0.258 to 0.338, as equation (7) requires, while $H_{\rm app}$ falls from 127.7 to 124.1 kJ/mol. A line through nine equally spaced temperatures in this range gives 126.0 kJ/mol. Its largest residual in $\ln P$ is 0.005, or about 0.5% of the pressure. Pressure scatter well above that level could hide the curvature.

For 100 sccm of carrier, or 4.462 mmol/min, and a head pressure of 10 Torr,

$$J=4.462\,\frac{0.070+2(0.030)}{10-0.100}
=0.0586\ \mathrm{mmol/min}.$$

With one barium atom in each M, this is 58.6 µmol/min of barium. Treating every gas molecule as a monomer gives 45.1 µmol/min, 23% below the model's delivery. The transpiration enthalpy is $H_W=129.2$ kJ/mol, and the delivery rises by 6.3% per kelvin at fixed carrier flow and head pressure.

The inversion (15) recovers $H_2-H_1=(1.3/0.21)(129.23-126.00)=20$ kJ/mol. The factor $1.3/0.21$ is about 6, so an error of 1 kJ/mol in the difference of the two slopes becomes about 6 kJ/mol in $H_2-H_1$, with $x_2$ held fixed.

## Check from molecular energy levels

The derivation can be tested without inserting vaporisation enthalpies into a pressure law. A model precursor of mass 504 atomic mass units was given the following levels, with energies divided by Boltzmann's constant.

- Condensed M: six oscillators of 60 K and one of 300 K.
- Gas M: a spherical rotor with constant 0.01 K, one oscillator of 280 K, and a ground level 17250 K above condensed M.
- Gas M$_2$: a spherical rotor with constant 0.003 K, six oscillators of 50 K, two of 280 K, and a ground level 19600 K above two condensed M.

Both gas species also had translational motion. Pressures came from numerical minimisation of the Helmholtz energy, and enthalpies from Boltzmann averages of the levels, with $5RT/2$ added per mole of gas molecules for translation and the pressure–volume term. At 500 K this gave $x_2=0.317$, $H_1=136.64$ and $H_2=156.49$ kJ/mol. The numerical slope of $\ln P$ and the average in equation (1) were both 142.93 kJ/mol. Weighting by M units gave 146.19 kJ/mol, and the latent heat per mole of M was 108.54 kJ/mol; neither matches the slope.

Here $H_{\rm app}$ rises with temperature. Slopes taken 10 K on either side of 500 K gave $+24.46$ J/(mol K), against $+24.49$ from equation (12). The composition term outweighs the negative heat-capacity term, opposite to the barium example.

## Where the result fails, and by how much

**No condensed phase left.** Suppose all the precursor has evaporated in a closed bulb of fixed volume. The gas species can still equilibrate, but $\mu_1=\mu_c$ no longer applies. Conservation of M makes $W$ proportional to $T$, while $p_2/p_1^2$ still follows $H_{\rm dim}$. Write $a=RT^2\,d\ln p_1/dT$, so that $RT^2\,d\ln p_2/dT=2a+H_{\rm dim}$. Differentiating $W=p_1+2p_2$ and dividing by $P$ gives

$$x_1a+2x_2(2a+H_{\rm dim})=(1+x_2)RT,$$

$$a=\frac{(1+x_2)RT-2x_2H_{\rm dim}}{1+3x_2}.$$

The total-pressure slope is $x_1a+x_2(2a+H_{\rm dim})=(1+x_2)a+x_2H_{\rm dim}$. Substitution yields

$$H_{\rm app}^{\rm dry}=
\frac{(1+x_2)^2RT-x_1x_2H_{\rm dim}}{1+3x_2}. \tag{18}$$

This contains the dimerisation enthalpy but no separate vaporisation enthalpy. Data from a dried-out source must not be joined to the saturated branch.

**Further species.** The sum in the derivation extends to any saturated species. A trimer with fraction $x_3$ in the enlarged mixture shifts the slope by $x_3(H_3-H_{\rm app})$. For an assumed 0.002 Torr and $H_3=170$ kJ/mol, this is $(0.002/0.102)(170-126)=0.86$ kJ/mol.

**Background gas.** A constant pressure $p_b$ adds to $P$ but not to $dP$, so it multiplies the slope by $P/(P+p_b)$. With $p_b=0.002$ Torr the shift is $-2.5$ kJ/mol.

**Surface temperature.** Let the liquid surface lag the thermometer by an amount growing linearly from 0 at 480 K to 1 K at 520 K. The surface then warms by only 0.975 K per indicated kelvin. Together with the 0.5 K offset at an indicated 500 K, this shifts the slope by $-2.9$ kJ/mol.

**Condensed volume and gas nonideality.** A liquid volume of 420 cm³/mol changes the slope by 0.2 J/mol. For residual nonideality, assume one second virial coefficient $B$ for all molecular pairs, with $B=-10000$ cm³/mol at 500 K and $B\propto T^{-3}$. The shift is 3.5 J/mol. For these inputs both effects are negligible beside the preceding three.

The example is placed in the rough regime of a heated barium beta-diketonate source: a heavy, weakly volatile precursor near 0.1 Torr. Its dimer fraction, enthalpies and heat capacities are round model values, not measurements, and should be replaced by data for the actual compound. Such sources can break the model through larger oligomers and through decomposition on prolonged heating. The example also assumes that the source stays liquid from 480 to 520 K. If it melts inside the fitted range, equation (1) holds on each side, but below the melting point each $H_i$ is larger by $i\,\Delta H_{\rm fus}$, with $\Delta H_{\rm fus}$ counted per mole of M. The slope enthalpy then jumps by $(1+x_2)\Delta H_{\rm fus}$, and the solid and liquid branches must be fitted separately. The trimer and background estimates show how far the slope moves for the stated amounts; a decomposing source whose background grows with time or temperature needs its own correction. The remaining digits are in the numerical output below.

## Table of computed values

```
MICROSCOPIC TEST at 500.0 K
p1, p2: 7.4378, 3.4494 Pa; x2: 0.3168
H1, H2: 136.644, 156.490 kJ/mol
total-pressure slope: 142.9320 kJ/mol
mole-fraction average: 142.9319 kJ/mol
M-unit-weighted average: 146.1941 kJ/mol
latent heat per mole M: 108.5424 kJ/mol
dimerisation slope: -116.797 kJ/mol
slope drift, numerical: 24.461 J/mol/K
slope drift, formula: 24.493 J/mol/K
EXAMPLE at 500.0 K
p1, p2, P: 0.070, 0.030, 0.100 Torr
x1, x2: 0.700, 0.300
H1, H2: 120.0, 140.0 kJ/mol
Delta Cp1, Cp2: -100.0, -200.0 J/mol/K
mole-fraction average: 126.000 kJ/mol
numerical slope: 126.000 kJ/mol
dimerisation enthalpy: -100.0 kJ/mol
dimerisation entropy (1 bar): -129.9 J/mol/K
latent heat per mole M: 96.923 kJ/mol
drift, heat-capacity part: -130.00 J/mol/K
drift, composition part: 40.41 J/mol/K
drift, total: -89.59 J/mol/K
T=480 K: P=0.02804 Torr, x2=0.2577, Happ=127.670 kJ/mol
T=500 K: P=0.10000 Torr, x2=0.3000, Happ=126.000 kJ/mol
T=520 K: P=0.31809 Torr, x2=0.3382, Happ=124.087 kJ/mol
line fit 480-520 K, 9 points: 126.017 kJ/mol
largest fit residual in ln P: 0.00511
DELIVERY
carrier: 100 sccm = 4.462 mmol/min
head pressure: 10.0 Torr
Ba delivery: 58.59 umol/min
if all vapour were monomer: 45.07 umol/min
delivery sensitivity: 6.28 percent/K
transpiration enthalpy: 129.231 kJ/mol
NEGLECTED EFFECTS: inputs and shifts of apparent enthalpy
liquid volume 420 cm3/mol: 0.219 J/mol
virial B -10000 cm3/mol: 3.509 J/mol
trimer 0.002 Torr, H3 170 kJ/mol: 0.863 kJ/mol
background 0.002 Torr: -2.472 kJ/mol
surface lag 0 to 1.0 K over 480-520 K: -2.860 kJ/mol
```
